\section*{PAW local orbitals with the largest weight in an energy window, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree atomic units are used. One atom carries an augmentation sphere of radius $R$, and one angular channel $(l,m)$ is considered at a time. An in-sphere function $r^{-1}f(r)Y_{lm}$ is represented by its radial part $f$, with scalar product
\begin{equation}
\langle f|g\rangle=\int_0^R f^*(r)\,g(r)\,dr .
\end{equation}
The one-particle (Kohn--Sham) states with energies $E_\nu$ inside a chosen window are labelled by $\nu=(k,\text{band})$ and carry the weight $w_\nu=w_k$ of their $k$ point, with $\sum_k w_k=1$. The symbol $\psi_\nu$ denotes the $(l,m)$ radial component of such a state inside the sphere. For an orbital $\chi$ with $\langle\chi|\chi\rangle=1$, set to zero outside the sphere, the projected spectral function, the captured weight and the total in-sphere weight are
\begin{align}
A_\chi(\omega)&=\sum_\nu w_\nu|\langle\chi|\psi_\nu\rangle|^2\,\delta(\omega-E_\nu),\\
W[\chi]&=\int_{\rm window}A_\chi\,d\omega=\sum_{\nu}w_\nu|\langle\chi|\psi_\nu\rangle|^2=\langle\chi|K|\chi\rangle,\\
K&=\sum_\nu w_\nu|\psi_\nu\rangle\langle\psi_\nu|,\qquad T=\operatorname{tr}K=\sum_\nu w_\nu\langle\psi_\nu|\psi_\nu\rangle .
\end{align}
The eigenvalues of $K$ are $\Lambda_1\ge\Lambda_2\ge\dots\ge0$. The full states at one $k$ are orthonormal over the cell, so Bessel's inequality gives $\sum_{\rm band}|\langle\chi|\psi_{k,\rm band}\rangle|^2\le1$, and averaging over $k$ gives $W\le1$. The total $T$ obeys no such bound. The band sum at one $k$ is the squared norm of $\chi$ after projection on the window states, whose square root is divided out when a single projected Wannier function is normalized; $W$ is its $k$ average.

In the projector augmented-wave (PAW) method the channel has linearly independent partial waves $\phi_n$, pseudo waves $\tilde\phi_n$ that join them at $R$, and projectors inside the sphere with $\langle\tilde p_n|\tilde\phi_{n'}\rangle=\delta_{nn'}$. The map from pseudo to all-electron states is
\begin{equation}
\psi=\tilde\psi+\sum_n(\phi_n-\tilde\phi_n)\,c_n,\qquad c_n=\langle\tilde p_n|\tilde\psi\rangle .
\label{map}
\end{equation}
Applying $\langle\tilde p_i|$ and using duality, $\langle\tilde p_i|\psi\rangle=c_i+\sum_n(G_{in}-\delta_{in})c_n=\sum_nG_{in}c_n$ with $G_{in}=\langle\tilde p_i|\phi_n\rangle$. For invertible $G$,
\begin{equation}
c=G^{-1}\langle\tilde p|\psi\rangle,\qquad \psi=\bar\psi+r,\qquad \bar\psi=\sum_n\phi_nc_n,\qquad\langle\tilde p_i|r\rangle=0 .
\label{oblique}
\end{equation}
The remainder $r$ is orthogonal to the projectors and in general not to the partial waves, so $\bar\psi$ is an oblique projection of $\psi$. The overlap and density matrices are
\begin{equation}
O_{nn'}=\langle\phi_n|\phi_{n'}\rangle,\qquad \rho_{nn'}=\sum_\nu w_\nu\,c_{n\nu}c^*_{n'\nu}.
\end{equation}
Mixing the window states at one $k$ by a unitary $U$ turns the coefficient matrix $C$ of that $k$ into $CU$, and $CUU^\dagger C^\dagger=CC^\dagger$, so $\rho$ depends only on the window subspace.

\section{The matrix whose leading eigenvector is optimal}

Let $\bar W$ be the weight computed from the reconstructed states $\bar\psi_\nu$, and let $\chi=\sum_na_n\phi_n$, not yet normalized. Then $\langle\chi|\bar\psi_\nu\rangle=\sum_{nn'}a_n^*O_{nn'}c_{n'\nu}=a^\dagger Oc_\nu$, its squared modulus is $a^\dagger Oc_\nu c_\nu^\dagger Oa$ because $O$ is Hermitian, and $\langle\chi|\chi\rangle=a^\dagger Oa$. Hence
\begin{equation}
\bar W=\frac{a^\dagger O\rho O\,a}{a^\dagger O\,a}.
\end{equation}
Linear independence makes $O$ positive definite. With $b=O^{1/2}a$ the quotient becomes $b^\dagger Mb/b^\dagger b$, where $M=O^{1/2}\rho O^{1/2}$ is Hermitian and non-negative. Let $Mb_i=\lambda_ib_i$ with orthonormal $b_i$ and $\lambda_1\ge\lambda_2\ge\dots$, and $a_i=O^{-1/2}b_i$. Multiplying the eigenvalue equation by $O^{1/2}$ or by $O^{-1/2}$ gives the equivalent forms
\begin{equation}
O\rho O\,a_i=\lambda_iO\,a_i,\qquad \rho O\,a_i=\lambda_ia_i .
\label{gen}
\end{equation}
The orbitals $\chi_i=\sum_n(a_i)_n\phi_n$ are orthonormal, since $a_i^\dagger Oa_j=b_i^\dagger b_j$. For unit $b$, $b_i^\dagger b=a_i^\dagger Oa=\langle\chi_i|\chi\rangle$, these amplitudes have squared moduli summing to one, and
\begin{equation}
\bar W[\chi]=\sum_i\lambda_i|\langle\chi_i|\chi\rangle|^2=\lambda_1-\sum_{i>1}(\lambda_1-\lambda_i)|\langle\chi_i|\chi\rangle|^2\le\lambda_1 .
\label{max}
\end{equation}
Equality holds for $\chi=\chi_1$, and only there (up to a phase) if $\lambda_1>\lambda_2$; if $\lambda_1=\lambda_2$ the criterion selects a subspace and no single orbital. A component of $\chi$ orthogonal to all $\phi_n$ adds to the norm and nothing to the overlaps with $\bar\psi_\nu$, so $\lambda_1$ is the maximum of $\bar W$ over all in-sphere functions. For two partial waves, with $\cos^2\theta=|\langle\chi_1|\chi\rangle|^2$,
\begin{equation}
\bar W=\lambda_1-(\lambda_1-\lambda_2)\sin^2\theta .
\label{angle}
\end{equation}
The argument of Eq.~(\ref{max}) applies unchanged to $K$, whose maximum is $\Lambda_1$.

For $q$ orthonormal orbitals $\chi^{(j)}$ the summed weight is $\sum_i\lambda_ip_i$ with $p_i=\sum_j|\langle\chi_i|\chi^{(j)}\rangle|^2$. Bessel's inequality gives $p_i\le1$ and $\sum_ip_i\le q$. The identity
\begin{equation}
\sum_i\lambda_ip_i-\sum_{i\le q}\lambda_i=\sum_{i\le q}(\lambda_i-\lambda_q)(p_i-1)+\sum_{i>q}(\lambda_i-\lambda_q)p_i+\lambda_q\Big(\sum_ip_i-q\Big)
\end{equation}
follows by expanding the brackets, and each term on the right is non-positive. The $q$ leading eigenvectors are therefore optimal (Ky Fan's theorem).

The matrix to be diagonalized is $\rho O$ and not $\rho$. Under a change of partial waves $\phi\to\phi A$ duality requires $\tilde p\to\tilde pA^{-\dagger}$, so $c\to A^{-1}c$, $\rho\to A^{-1}\rho A^{-\dagger}$, $O\to A^\dagger OA$ and $\rho O\to A^{-1}(\rho O)A$. This similarity transformation leaves $\lambda_i$ unchanged, sends $a_i\to A^{-1}a_i$ and so leaves $\chi_i=\phi a_i$ unchanged. The transformation of $\rho$ alone is in general not a similarity, even up to an overall scale: $\rho=1$ becomes $A^{-1}A^{-\dagger}$, which is proportional to the unit matrix only when $A$ is unitary up to a factor. If $\rho v=\mu v$ with invertible $\rho$, then $\rho Ov=\lambda v$ is equivalent to $Ov=\lambda\rho^{-1}v=(\lambda/\mu)v$: an eigenvector of $\rho$ solves Eq.~(\ref{gen}) only when it is also an eigenvector of $O$, which is guaranteed for $O\propto1$. The opposite safe case is rank one, $\rho=cc^\dagger$, where $v=c$ and $\rho Oc=(c^\dagger Oc)\,c$.

For the same reason $\rho_{11}$ is not the weight of $\phi_1$. For normalized $\phi_1,\phi_2$ and real matrices,
\begin{equation}
\bar W[\phi_1]=(O\rho O)_{11}=\rho_{11}+2O_{12}\rho_{12}+O_{12}^2\rho_{22}.
\label{w1}
\end{equation}
The order of indices in $\rho$ matters when $\rho$ is complex: for real partial waves and projectors, so real $O$, the transpose yields $a_1^*$, which is in general not optimal. With time-reversal symmetry, no spin--orbit coupling and real harmonics, $c_{-k}=c_k^*$, so $\rho$ and $\chi_1$ are real.

The step from $\bar W$ to $W$ is controlled by $r$. For unit $\chi$, $|\langle\chi|\psi\rangle|^2-|\langle\chi|\psi-r\rangle|^2=2\operatorname{Re}[\langle\chi|\psi\rangle^*\langle\chi|r\rangle]-|\langle\chi|r\rangle|^2$, and the Cauchy--Schwarz inequality bounds the two terms, so
\begin{equation}
|W[\chi]-\bar W[\chi]|\le\eta=\sum_\nu w_\nu\big(2\|\psi_\nu\|\|r_\nu\|+\|r_\nu\|^2\big).
\end{equation}
Two functionals that differ by at most $\eta$ everywhere have maxima that differ by at most $\eta$, so $|\lambda_1-\Lambda_1|\le\eta$, a case of Weyl's inequality. The eigenvalue error is of first order in $r$. When $\Lambda_1-\Lambda_2$ is large compared with $\eta$ the eigenvector turns by a first-order angle, and by Eq.~(\ref{max}) for $K$ the exact weight $W[\chi_1]$ falls below $\Lambda_1$ only at second order.

If one radial function must serve several $m$, the weights add and $\rho$ is replaced by $\sum_m\rho^{(mm)}$. The maximum of a sum cannot exceed the sum of the maxima, $\Lambda_1(K_A+K_B)\le\Lambda_1(K_A)+\Lambda_1(K_B)$, with equality only if both kernels share a leading eigenvector.

\section{Why one partial wave loses weight}

Assume that the potential inside the sphere is local, spherical, the same for all states, and equal to the reference potential of the partial waves. The radial equation $(H_l-E)u=0$ has one regular solution up to a factor, so $\psi_\nu=\pm\|\psi_\nu\|\,u(r,E_\nu)$ up to a phase, with $u$ real and $\langle u|u\rangle=1$ at every $E$. The surroundings fix only $E_\nu$ and $\|\psi_\nu\|$. With $s_\nu=w_\nu\|\psi_\nu\|^2/T$, which sum to one,
\begin{equation}
\frac KT=\sum_\nu s_\nu|u(E_\nu)\rangle\langle u(E_\nu)|,\qquad \bar E=\sum_\nu s_\nu E_\nu,\qquad\sigma^2=\sum_\nu s_\nu(E_\nu-\bar E)^2 .
\end{equation}
A dot denotes $\partial/\partial E$. Differentiating the radial equation gives $(H_l-E)\dot u=u$. Differentiating the normalization three times, with $N=\langle\dot u|\dot u\rangle$ and $\dot N=2\langle\dot u|\ddot u\rangle$,
\begin{align}
\langle u|\dot u\rangle&=0,\\
\langle\dot u|\dot u\rangle+\langle u|\ddot u\rangle&=0\ \Rightarrow\ \langle u|\ddot u\rangle=-N,\\
3\langle\dot u|\ddot u\rangle+\langle u|\dddot u\rangle&=0\ \Rightarrow\ \langle u|\dddot u\rangle=-\tfrac32\dot N .
\end{align}
Taylor expansion about $E_0$ with $\delta=E-E_0$ gives $\langle u(E_0)|u(E)\rangle=1-\tfrac12N\delta^2-\tfrac14\dot N\delta^3+O(\delta^4)$, and squaring,
\begin{equation}
1-\langle u(E_0)|u(E)\rangle^2=N\delta^2+\tfrac12\dot N\delta^3+O(\delta^4)=N\!\left(E_0+\tfrac\delta2\right)\delta^2+O(\delta^4).
\label{pair}
\end{equation}
The unit vector $u(E)$ turns at the angular rate $\sqrt N$. Now let $\delta$ stand for the largest energy offset in the problem. Averaging Eq.~(\ref{pair}) with $s_\nu$, writing $E_\nu-E_0=(E_\nu-\bar E)+(\bar E-E_0)$, whose cross term averages to zero, and evaluating $N$ at $\bar E$, which changes only cubic terms,
\begin{equation}
1-\frac{W[u(E_0)]}{T}=N\big[\sigma^2+(E_0-\bar E)^2\big]+O(\delta^3).
\label{law1}
\end{equation}

The optimum lies close to $u_0=u(\bar E)$. Let $Q=1-|u_0\rangle\langle u_0|$, $\alpha=\langle u_0|K|u_0\rangle/T$, $\beta=QKu_0/T$ and $\Gamma=QKQ/T$. With $\delta_\nu=E_\nu-\bar E$,
\begin{equation}
\beta=\sum_\nu s_\nu\langle u(E_\nu)|u_0\rangle\,Qu(E_\nu)=\dot u\sum_\nu s_\nu\delta_\nu+\tfrac12\sigma^2Q\ddot u+O(\delta^3)=O(\delta^2),
\end{equation}
because the first moment vanishes at the centroid, and $\|\Gamma\|\le\operatorname{tr}\Gamma=1-\alpha=O(\delta^2)$. A unit vector $xu_0+y$ with $y=Qy$, $\|y\|=t$, $|x|^2=1-t^2$ has
\begin{equation}
\frac WT\le\alpha(1-t^2)+2\|\beta\|t+\|\Gamma\|t^2\le\alpha+\frac{\|\beta\|^2}{\alpha-\|\Gamma\|},
\end{equation}
where the last step maximizes the quadratic in $t$. Since also $\Lambda_1/T\ge\alpha$,
\begin{equation}
\frac{\Lambda_1-W[u(\bar E)]}T=O(\delta^4),\qquad 1-\frac{\Lambda_1}T=N\sigma^2+O(\delta^3).
\label{law2}
\end{equation}
The loss of a single partial wave thus has two parts. The part $N\sigma^2$ is shared by every single orbital. The part $N(E_0-\bar E)^2$ is removed by the eigenvector. A partial wave is poor when its energy misses the centroid of the in-sphere weight by a sizeable fraction of $N^{-1/2}$, and nearly optimal otherwise. A window with one energy has $\sigma=0$, rank-one $K$ and no loss for the optimum. For offsets comparable to $N^{-1/2}$ the expansion is no longer reliable: the quadratic law reaches one at an offset of $N^{-1/2}$ and exceeds it beyond, which no loss can do.

A slightly different reference potential gives a normalized wave $\phi'=u(E_0)+\gamma\dot u+\xi$ to first order, with $\xi$ orthogonal to $u$ and $\dot u$. Real unit vectors obey $\langle f|g\rangle=1-\tfrac12\|f-g\|^2$, so $1-\langle f|g\rangle^2=\|f-g\|^2$ to leading order. Here $f-g=(\gamma-E_\nu+E_0)\dot u+\xi$, and averaging as before,
\begin{equation}
1-\frac{W[\phi']}T\simeq\|\xi\|^2+N\big[\sigma^2+(E_0+\gamma-\bar E)^2\big].
\label{mismatch}
\end{equation}
At this order a mismatch acts as an energy shift $\gamma$, which can help or harm, plus a shape error that always harms. Non-spherical or orbital-dependent potentials invalidate Eqs.~(\ref{law1})--(\ref{mismatch}); Eqs.~(\ref{gen}) and (\ref{max}) do not depend on the potential.

The leading eigenvector of $\rho O$ gives the orbital of largest weight on the reconstructed states, and for small energy offsets the weight lost by a single partial wave splits into a spread that every single orbital shares and a centroid offset that the eigenvector removes. It remains to test these results numerically on a model and to see where the criterion reaches its limits.
